# Herring's criterion and forced degeneracies on the hexagonal face of hcp, part 2

Which degeneracies does symmetry, with time reversal $\theta$, force on the hcp zone face $k_z=\pi/c$, without spin ($\theta^2=+1$) and with spin-orbit coupling ($\theta^2=-1$)?

The plane-wave model has $a=3.0$ Å, $c=5.0$ Å, a Gaussian potential ($v_0=5$ eV, $w=0.8$ Å), a spin-orbit term ($\lambda=0.2$ eV Å$^2$, $w_s=0.6$ Å) and a 120 eV cutoff. In the unequal variant the atoms have weights 1 and 0.6; the polar one adds weight 0.5 at $3c/8$ above each atom.

A is $(0,0,\pi/c)$; A–L has $k_x=0$, A–H $k_y=0$, the edge H–L $k_y=2\pi/\sqrt3a$.

Modulo reciprocal lattice vectors, the $n$ cosets $g$ of $G_{\mathbf k}$ keep $\mathbf k$ and the $Q$ send it to $-\mathbf k$; $Q_0$ is one $Q$. $D$ is an irreducible representation of dimension $d$, character $\chi$, and $\bar D(g)=D(Q_0^{-1}gQ_0)^*$. If $\bar D(g)=N^{-1}D(g)N$, then $NN^*=cZ$, $Z=\theta^2D(Q_0^2)$, with a sign $c=W$ (not the lattice constant).
$$W=\frac1n\sum_Q\theta^2\chi(Q^2)=\begin{cases}+1&\text{level is }D\\-1&\text{level is }D\oplus D\\ \ \ 0&\text{level is }D\oplus\bar D,\ \bar D\not\simeq D.\end{cases}$$
With inversion $I$, $Q=Ig$, $IgI^{-1}=\eta(g)g$ and
$$W=\frac1n\sum_{g}\theta^2\eta(g)\,\chi(g^2).$$
Here $r=C_{3z}$, $M=\{m_z|\mathbf c/2\}$, $\gamma=\{m_y|\mathbf c/2\}$, the screw $S=\{C_{2z}|\mathbf c/2\}$, and $C_{2y}$ also carries $\mathbf c/2$. Entries are spinless/spin.

| $g$ | $\eta$ | $g^2$ | $Q$ | $(\theta Q)^2$ |
|-|-|-|-|-|
| $E$ | + | +/+ | $I$ | +/− |
| $M$ | − | +/− | $C_{2z}$ | −/− |
| $m_x$ | + | +/− | $C_{2x}$ | +/+ |
| $C_{2y}$ | − | +/− | $m_y$ | −/− |
| $\gamma$ | − | −/+ | $C_{2y}$ | +/+ |
| $C_{2x}$ | + | +/− | $m_x$ | +/+ |
| $I$ | + | +/+ | $E$ | +/− |
| $S$ | − | −/+ | $m_z$ | +/+ |

$M$ has eigenvalue $\mu$: $\pm1$ without spin, $\pm i$ with it (spin matrix $u(M)=-i\sigma_z$). $IM=-MI$. $m_x$ and $M$ commute without spin and anticommute with it; $\gamma$ and $M$ do the reverse.
$$M\,\theta I\psi=\theta I\,(I^{-1}MI)\psi=\theta I(-\mu\psi)=-\mu^*\,\theta I\psi .$$
At general face points levels are twofold without spin ($W=0$) and with it ($W=-1$).

**A–L**, $G_{\mathbf k}=\{E,M,m_x,C_{2y}\}$, $n=4$. Without spin the generators $M$, $m_x$ commute, $d=1$, and $W=(1-1+1-1)/4=0$: twofold. With spin they anticommute, so $m_x$ reverses $\mu$, and $\psi$, $m_x\psi$ span a representation with $d=2$. Then $W=2(-1-1+1-1)/4=-1$ and the level is fourfold. The content is visible without the sum: $\theta I$ gives two states with $\mu$, and $m_x$ maps them onto two states with $-\mu$ at the same $\mathbf k$. The model gives 3.293 eV four times at $\mathbf k=(0,0.726,0.628)$ Å$^{-1}$.

**A–H and H–L**, $G_{\mathbf k}=\{E,M,\gamma,C_{2x}\}$, $n=4$; the algebra involves only translations along $\mathbf c$ and is the same on both lines. Without spin $\gamma$ reverses $\mu$, $d=2$, $W=2(1-1+1+1)/4=+1$. The pair is here forced by the glide and the mirror, and time reversal adds nothing. With spin $\gamma$ and $M$ commute, $d=1$, $W=(-1-1+1+1)/4=0$: twofold only. The lowest quartet is split by $3.8\times10^{-4}$ eV at $k_x=0.838$ Å$^{-1}$ on A–H and by $6.5\times10^{-3}$ eV at $k_x=0.419$ Å$^{-1}$ on H–L.

## 6. The points L, H and A

**L**, $n=8$, all eight elements of the table. Without spin $m_x$ commutes with everything and is $\pm1$, while $I$ reverses $\mu$: two representations with $d=2$. The last column sums to $1-1+1-1+1+1+1+1=4$, so $W=4\cdot2/8=+1$. With spin both $I$ and $m_x$ anticommute with $M$ and commute with each other, so $C_{2x}=Im_x$ commutes with all three and is $\pm i$: again two representations with $d=2$. The column sums to $-1-1+1-1+1+1-1+1=0$, so $W=0$. Here $Q_0=E$ is allowed, $\bar D=D^*$ reverses $\pm i$, and the two stick: fourfold, 6.229 eV.

The threefold elements need their squares. Take $u(r)=e^{-i\pi\sigma_z/3}$, so $r^3=\theta^2$ numerically and $\theta^2r^{\pm2}=r^{\mp1}$ in both cases. $r$ commutes with $M$, $I$ and $S$, while $\gamma$ and $m_x$ turn it into $r^{-1}$, so $\chi(r^{-1})=\chi(r)\equiv\chi_3$. For $g=hr^{\pm1}$ with $h$ commuting with $r$, $\theta^2\eta g^2=\eta(h)h^2r^{\mp1}$, and the two elements contribute $2\eta(h)h^2\chi_3$. The factor $\eta h^2$ is +/+ for $E$ and $I$, −/+ for $M$, and +/− for $S$. Elements conjugate under $r$ contribute equally. States are labelled $(\rho,\mu)$, with $\rho$ the eigenvalue of $r$.

**H**, $n=12$: $E$, $M$, three $\gamma$, three $C_{2x}$, $r^{\pm1}$, $Mr^{\pm1}$, generated by $r,M,\gamma$. Without spin $\gamma$ maps $(\rho,\mu)\to(\rho^{-1},-\mu)$ and $\gamma^2$ is a scalar, so the six labels form three representations with $d=2$. The sum is $(1-1+3+3)d+(2-2)\chi_3=12$, $W=+1$. With spin $\gamma$ maps $(\rho,\mu)\to(\rho^{-1},\mu)$, $\rho\in\{-1,e^{\pm i\pi/3}\}$, and $nW=(-1-1+3+3)d+(2+2)\chi_3=4d+4\chi_3$. For $\rho=-1$ the label is fixed, $\gamma=\pm1$, and there are four representations with $d=1$, $\chi_3=-1$, $W=0$. For $\rho=e^{\pm i\pi/3}$ there are two with $d=2$, $\chi_3=1$, $W=12/12=+1$. Every level is twofold.

**A**, $n=24$, generated by $r,M,I,m_x$. $I$ maps $(\rho,\mu)\to(\rho,-\mu)$ and $m_x$ inverts $\rho$. A complex $\rho$ therefore has an orbit of four labels and $d=4$; a real $\rho$ has an orbit of two, with the two choices of sign found at L, and $d=2$ twice. Without spin $nW=(1-1+1+1+3+3+3-3)d+(2-2+2+2)\chi_3=8d+4\chi_3$, the order being $E,M,I,S$ and then the triples $m_x,C_{2x},\gamma,C_{2y}$. This is $16+8=24$ for $d=2$, $\chi_3=2$, and $32-8=24$ for $d=4$, $\chi_3=4\cos120^\circ=-2$, so $W=+1$. With spin $nW=(-1-1-1+1+3+3+3-3)d+(2+2+2-2)\chi_3=4d+4\chi_3$. For $d=2$, $\chi_3=-2$ and $W=0$; for $d=4$, $\chi_3=4\cos60^\circ=2$ and $W=+1$. Every level is fourfold, consistent with continuity from the fourfold line A–L, which requires a multiple of four at its end point.

Spinless levels are thus at least twofold at every point of the face, and with spin-orbit coupling symmetry forces fourfold levels on A–L, end points included, and nowhere else on it. The numerical check builds the representations from the atomic positions, compares each $W$ with these values and with $c$ from an explicit $N$, and decomposes the low plane-wave levels by characters into $D$, $D\oplus D$ or $D\oplus\bar D$. The residual gaps on A–L, of order $10^{-13}$ eV, are rounding noise below the $10^{-8}$ eV threshold used to count degeneracy.

## 7. How the quartet opens

Near A write $\mathbf k=\mathbf k_A+\mathbf q$ with $\mathbf q=q(\cos\varphi,\sin\varphi,0)$, $\varphi$ measured from A–H, and $\delta(\mathbf q)=E(\mu=+i)-E(\mu=-i)$ for a quartet. Each doublet is degenerate and isolated within its $M$ sector, so its energy, half the trace of an effective Hamiltonian, is analytic in $\mathbf q$ for small $q$. A term of degree $m$ has the form $q^m\cos l\varphi$ or $q^m\sin l\varphi$, with $l\le m$ and $m-l$ even. $r$ keeps $\mu$, so $l$ is a multiple of 3. $I$ sends $\mathbf q\to-\mathbf q$ and reverses $\mu$, so $\delta$ is odd and $m$, $l$ are odd. $m_x$ sends $\varphi\to\pi-\varphi$ and reverses $\mu$, so $\delta$ changes sign; for odd $l$, $\cos l\varphi$ does and $\sin l\varphi$ does not. Hence
$$\delta=(\alpha q^3+\beta q^5+\dots)\cos3\varphi+O(q^9\cos9\varphi),$$
which vanishes at $\varphi=30^\circ,90^\circ,\dots$, the A–L lines, and changes sign across them. Symmetry does not fix $\alpha$, and its sign depends on the sign chosen for $u(M)$.

For the lowest quartet at $\varphi=0$, $\delta=1.8007\times10^{-8}$ eV at $q=0.03$ Å$^{-1}$ and $1.4413\times10^{-7}$ eV at 0.06 Å$^{-1}$. The ratio is 8.004, and $\log_28.004=3.001$. The coefficient is $1.8007\times10^{-8}/0.03^3=6.67\times10^{-4}$ eV Å$^3$. At $q=0.06$ Å$^{-1}$, $\delta(10^\circ)/\delta(0)=0.866$ and $\delta(50^\circ)/\delta(0)=-0.866$, matching $\cos30^\circ$ and $\cos150^\circ$. Exponent and angular ratios are tested. At 0.3 of the way to H, $q=0.3\times1.396=0.419$ Å$^{-1}$, and the cubic term gives $6.67\times10^{-4}\times0.0735=4.9\times10^{-5}$ eV against a computed $5.08\times10^{-5}$ eV, low by about 3% of the computed gap. The last digits depend on the cutoff: at 200 eV the coefficient is $6.68\times10^{-4}$ eV Å$^3$, the gap is $5.06\times10^{-5}$ eV, and the shortfall goes from 3.4% to 2.9%, while the ratio 8.004 is unchanged.

Farther out the leading term fails. Between 0.6 and 0.9 of the distance to the edge it predicts growth by $1.5^3=3.4$. Along A–H the unsigned gap is $3.85\times10^{-4}$ eV at 0.6 and $8.22\times10^{-3}$ eV at 0.9, 21 times its value at 0.6. In between $\delta$ changes sign, from $+2.4\times10^{-4}$ eV at 0.75 to $-4.4\times10^{-4}$ eV at 0.8. At H it is $7.5869-7.5554=0.0315$ eV $=1.16\times10^{-3}$ hartree; a 200 eV cutoff changes this by $7.5\times10^{-6}$ eV, or $2\times10^{-4}$ of the gap. Along $\varphi=20^\circ$ the gap instead falls, from $1.40\times10^{-4}$ to $8.6\times10^{-5}$ eV. These gaps are unsigned, and a 250 eV cutoff moves them by up to $2\times10^{-6}$ eV, to $1.39\times10^{-4}$ and $8.4\times10^{-5}$ eV, without changing any sign quoted below. With the doublets labelled by $\mu$, $\delta$ on this ray is $+1.40\times10^{-4}$ eV at 0.6, $+2.3\times10^{-4}$ at 0.8, $+1.6\times10^{-4}$ at 0.85 and $-8.6\times10^{-5}$ at 0.9, so it passes through zero. It also changes sign between 0.8 and 0.85 at $\varphi=10^\circ$ and between 0.9 and 0.95 at $\varphi=25^\circ$, so in this model $\delta$ vanishes on a curve off A–L. Symmetry allows this: doublets of opposite $\mu$ are not mixed by $H$ on the face, so the single condition $\delta=0$ can hold on a line in the plane. Such a crossing would move with the parameters, and "only along A–L" is a statement about forced degeneracy.

## 8. Where the result fails

Magnetic order or a magnetic field removes $\theta$ as a symmetry by itself, so the list of $Q$ used above and the degeneracies of sections 5 and 6 no longer apply. Products $\theta Q$ can survive and still force pairs. Opposite moments along $z$ on the two atoms keep $\theta I$, whose square is $-1$ with spin, so levels stay doublets at every $\mathbf k$. Parallel moments along $z$ keep $\theta\gamma$, whose square is $-1$ on the face, so levels on A–L stay twofold, while general points of the face become nondegenerate. A distortion or substitution that removes the screw removes the spinless sticking at general points of the face, as the unequal atoms show. Loss of inversion with the screw kept, as in the polar variant, leaves the spinless sticking but not the forced fourfold line: in the polar group a point strictly between A and L has $G_{\mathbf k}=\{E,m_x\}$, $d=1$, and $Q=C_{2z},m_y$ with $(\theta Q)^2=-1$ each, so $W=-1$ and levels with spin are twofold (derived from the table, not computed). The criterion fixes degeneracies and says nothing on the size of allowed splittings, which for the lowest quartet of this model vanish as $q^3$ toward A and reach 0.0315 eV at H.

## Table of computed values

```
a = 3.0 A, c = 5.0 A, v0 = 5.0 eV, w = 0.8 A
lam = 0.2 eV A^2, ws = 0.6 A, cutoff = 120.0 eV
group orders: hcp 24, polar 12, unequal 12
k in: 0.6283 0.6046 0.5655 1/A
k E: 0.6283 0.6046 0.6283 1/A
k R: 0.0000 0.7255 0.6283 1/A
k S: 0.8378 -0.0000 0.6283 1/A
k S': 0.4189 1.2092 0.6283 1/A
k A: 0.0000 0.0000 0.6283 1/A
k L: 0.0000 1.2092 0.6283 1/A
k H: 1.3963 0.0000 0.6283 1/A
plane waves at A: 116
t_z/c: C2x 0.0 C2y 0.5 C2z 0.5 E 0.0 I 0.0 mx 0.0 my 0.5 mz 0.5
(theta Q)^2 at E, spin=0: C2z -1 I +1
(theta Q)^2 at E, spin=1: C2z -1 I -1
(theta Q)^2 at R, spin=0: C2x +1 C2z -1 I +1 my -1
(theta Q)^2 at R, spin=1: C2x +1 C2z -1 I -1 my -1
(theta Q)^2 at S, spin=0: C2y +1 C2z -1 I +1 mx +1
(theta Q)^2 at S, spin=1: C2y +1 C2z -1 I -1 mx +1
point, spin, n, (d,W), lowest levels in eV (x degeneracy)
in s=0 n=1 (1,+1) 3.8909(x1) 4.4755(x1) 10.6278(x1)
in s=1 n=1 (1,-1) 3.8816(x2) 4.4646(x2) 10.5782(x2)
E s=0 n=2 (1,+0)(1,+0) 4.1691(x2) 10.9053(x2) 15.3801(x2)
E s=1 n=2 (1,-1)(1,-1) 4.1589(x2) 4.1592(x2) 10.8500(x2)
R s=0 n=4 (1,+0)(1,+0)(1,+0)(1,+0) 3.3008(x2) 12.2036(x2) 15.4584(x2)
R s=1 n=4 (2,-1) 3.2929(x4) 12.1403(x4) 15.4106(x4)
S s=0 n=4 (2,+1) 3.9544(x2) 12.3550(x2) 13.5671(x2)
S s=1 n=4 (1,+0)(1,+0)(1,+0)(1,+0) 3.9446(x2) 3.9450(x2) 12.2328(x2)
S' s=0 n=4 (2,+1) 6.8457(x2) 8.2149(x2) 12.2016(x2)
S' s=1 n=4 (1,+0)(1,+0)(1,+0)(1,+0) 6.8334(x2) 6.8398(x2) 8.1572(x2)
A s=0 n=24 (2,+1)(2,+1)(4,+1) 1.3261(x2) 13.4018(x2) 22.6123(x2)
A s=1 n=24 (2,+0)(2,+0)(4,+1) 1.3230(x4) 13.3461(x4) 22.3451(x4)
L s=0 n=8 (2,+1)(2,+1) 6.2357(x2) 7.5544(x2) 17.6625(x2)
L s=1 n=8 (2,+0)(2,+0) 6.2288(x4) 7.5152(x4) 17.4757(x4)
H s=0 n=12 (2,+1)(2,+1)(2,+1) 7.5738(x2) 9.1916(x2) 9.6173(x2)
H s=1 n=12 (1,+0)(1,+0)(1,+0)(1,+0)(2,+1)(2,+1) 7.5554(x2) 7.5869(x2) 8.9306(x2)
spinless gap of lowest pair at "in" (kz=0.9 pi/c): 0.5845 eV
spin-orbit gap of lowest two doublets, eV: E 0.00028 S 0.00038 S' 0.00649 H 0.03153
same on A-L, eV: A 6e-14 R 8e-14 L 3e-14
gap at H = 0.0315 eV = 1.159e-03 hartree
change of gap at H for cutoff 200 eV: 7.5e-06 eV
phi=0 deg, gap at 0.3 0.6 0.9 of edge, eV: 5.08e-05 3.85e-04 8.22e-03
phi=10 deg, gap at 0.3 0.6 0.9 of edge, eV: 3.43e-05 2.75e-04 1.18e-03
phi=20 deg, gap at 0.3 0.6 0.9 of edge, eV: 1.72e-05 1.40e-04 8.62e-05
phi=30 deg, gap at 0.3 0.6 0.9 of edge, eV: 5.82e-14 1.50e-13 4.53e-14
delta(q=0.03 1/A) = 1.8007e-08 eV, delta(q=0.06 1/A) = 1.4413e-07 eV
exponent = 3.001, delta/q^3 = 6.6691e-04 eV A^3
delta(10 deg)/delta(0) = 0.8660, cos3phi = 0.8660
delta(50 deg)/delta(0) = -0.8660, cos3phi = -0.8660
polar E s=0 (d,W)=(1, -1) levels eV: 4.1512(x2) 10.8822(x2) 15.4456(x2)
polar E s=1 (d,W)=(1, -1) levels eV: 4.1396(x2) 4.1407(x2) 10.8295(x2)
polar in s=1 no Q, levels eV: 3.8610(x1) 3.8613(x1) 4.4472(x1)
unequal (weights 1, 0.6) E s=0 no Q, levels eV: 3.4914(x1) 4.9337(x1) 10.2568(x1)
```
